# Fermi's pseudopotential, gas line shifts and the outer well of Rydberg molecules

## 1. Definitions and conventions

Hartree atomic units are used. A Rydberg electron moves about a singly charged ionic core at the origin. Its Hamiltonian is \(h=-\tfrac12\nabla^2+V_c\), with a local core potential equal to \(-1/r\) outside the core. A bound state \(\phi\) is real and normalized, with energy \(E_0=-1/(2\nu^2)\). Here \(\nu=n-\delta\) is the effective quantum number and \(\delta\) the quantum defect.

A neutral atom, the perturber, is held fixed at \(\mathbf R\), outside the core, and \(\rho=|\mathbf r-\mathbf R|\). The electron reaches it with local wave number \(k\), where
\[
k^2=\frac2R-\frac1{\nu^2}.
\]
Outside the range of its force, a zero-energy s-wave \(\psi\) about the perturber obeys \((\rho\psi)''=0\). Thus \(\rho\psi\) is a straight line, written as
\[
\psi=A\left(1-\frac a\rho\right).
\]
This defines the scattering length \(a\). We need distances \(\rho\) beyond the force range but much smaller than \(1/k\), and \(k|a|\ll1\). Scattering in p and higher waves, the energy dependence of \(a\), spin, and the polarization of the perturber by the ion are left out. For a real atom of polarizability \(\alpha_p\), the electron feels a tail \(-\alpha_p/(2\rho^4)\) with no finite range, and the effective scattering length changes linearly in \(k\), by about \(\pi\alpha_pk/3\). A constant \(a\) then also requires \(\pi\alpha_pk/3\ll|a|\), which \(k|a|\ll1\) does not guarantee.

## 2. The level shift from Green's identity

Let \(\psi\) be the perturbed state with energy \(E\). Outside a small sphere \(S\) of radius \(\rho_0\) about the perturber, both \(h\phi=E_0\phi\) and \(h\psi=E\psi\) hold. Multiply the second equation by \(\phi\), the first by \(\psi\), subtract and integrate. The core potential cancels:
\[
(E-E_0)\int_{\rm out}\phi\psi\,d^3r
=-\frac12\int_{\rm out}(\phi\nabla^2\psi-\psi\nabla^2\phi)\,d^3r .
\]
The normal leaving the outer region at \(S\) points towards the perturber, along \(-\hat{\boldsymbol\rho}\). This reverses the sign:
\[
(E-E_0)\int_{\rm out}\phi\psi\,d^3r
=\frac12\oint_S\left(\phi\frac{\partial\psi}{\partial\rho}
-\psi\frac{\partial\phi}{\partial\rho}\right)dS .
\]

In the first term \(\partial\psi/\partial\rho=Aa/\rho_0^2\), the area is \(4\pi\rho_0^2\), and \(\phi\approx\phi(\mathbf R)\). It gives \(2\pi aA\phi(\mathbf R)\). In the second, the isotropic \(\psi\) comes out of the integral, and
\[
\oint_S\frac{\partial\phi}{\partial\rho}dS=\int_{\rho<\rho_0}\nabla^2\phi\,d^3r
\approx-k^2\phi(\mathbf R)\frac{4\pi\rho_0^3}{3},
\]
which vanishes in the zero-range limit \(\rho_0\to0\), even after multiplication by \(a/\rho_0\). Smooth anisotropic parts of \(\psi\) also drop out, because the area vanishes. Therefore
\[
E-E_0=\frac{2\pi aA\,\phi(\mathbf R)}{\int\phi\psi\,d^3r}.
\]

For a weak perturbation of an isolated level, \(\psi\) differs little from \(\phi\) except close to the perturber. To lowest order \(A=\phi(\mathbf R)\) and the overlap is one:
\[
\boxed{V(\mathbf R)=2\pi a\,|\phi(\mathbf R)|^2 .}
\]
This is the expectation value of Fermi's pseudopotential \(2\pi a\,\delta(\mathbf r-\mathbf R)\). A negative \(a\) lowers the level. At a node of \(\phi\) the first-order shift is zero.

The delta function is a first-order rule. Taken literally in second order, it gives a sum over free states of large wave number \(q\) that behaves as \(\int q^2dq/q^2\) and diverges. Beyond first order the boundary condition itself must be used.

## 3. When is the level isolated?

Let \(G=(h-E)^{-1}\), so that \((h-E)G(\mathbf r,\mathbf R)=\delta(\mathbf r-\mathbf R)\). Since \(-\tfrac12\nabla^2[1/(2\pi\rho)]=\delta\), near the perturber
\[
G=\frac1{2\pi\rho}+g(E)+\ldots,
\]
where the dots vanish on angular averaging as \(\rho\to0\). Let \(E\) differ from every unperturbed level. Away from \(\mathbf R\) the perturbed wave solves the unperturbed equation, so it is \(\psi=cG\). Comparison with \(A-Aa/\rho\) gives \(c=-2\pi aA\) and \(cg=A\), hence
\[
g(E)=-\frac1{2\pi a}.
\]
This fixes the energies of the levels shifted by a zero-range perturber. An unperturbed state with a node at \(\mathbf R\) keeps its energy. Near an isolated level, the spectral sum for \(G\) gives
\[
g(E)=\frac{|\phi(\mathbf R)|^2}{E_0-E}+g_b ,
\]
with \(g_b\) the smooth remainder from all other states. Substituting and solving for the shift,
\[
E-E_0=\frac{2\pi a|\phi(\mathbf R)|^2}{1+2\pi a g_b}.
\]
The first-order rule thus requires \(|2\pi ag_b|\ll1\).

In pure hydrogen this requirement fails for ns, because ns is degenerate with the higher angular momenta. In the manifold of states \(\phi_m\), the pseudopotential has matrix elements \(2\pi a\,\phi_m^*(\mathbf R)\phi_{m'}(\mathbf R)\). This matrix has rank one. The vector with components \(\phi_m^*(\mathbf R)\) has eigenvalue
\[
2\pi a\sum_m|\phi_m(\mathbf R)|^2,
\]
and every vector orthogonal to it has eigenvalue zero. The shifted state is a mixture of angular momenta.

An ns molecule therefore needs a core that moves the ns level away from the manifold. A manifold at energy \(E_m\), with summed density \(\rho_m\), contributes about \(\rho_m/(E_m-E_0)\) to \(g_b\). Its own shift, \(2\pi|a|\rho_m\), must be much smaller than its distance \(|E_m-E_0|\) from ns.

## 4. The shift in a gas

Now let perturbers be placed independently and uniformly with number density \(N\). To first order their shifts add:
\[
\Delta E=\sum_i2\pi a|\phi(\mathbf R_i)|^2 .
\]
A volume element \(d^3R\) contains \(N\,d^3R\) atoms on average, so
\[
\boxed{\langle\Delta E\rangle=2\pi aN\int|\phi(\mathbf R)|^2d^3R=2\pi aN .}
\]
The normalization integral removes all dependence on \(n\).

For independent atoms, the count in each small element has a variance equal to its mean, and different elements are uncorrelated. Thus
\[
\operatorname{var}(\Delta E)=(2\pi a)^2N\int|\phi|^4d^3R .
\]
The spread relative to the magnitude of the mean is
\[
\sigma=\left[\frac1N\int|\phi|^4d^3R\right]^{1/2}.
\]

The mean is a useful line shift when \(\sigma\ll1\), that is, when many atoms share the orbit. For a compact lower level the same formal average says little: almost every such atom has no perturber inside its orbit, and the average comes from rare close encounters. The typical lower level is unshifted by this mechanism, and the line moves by the shift of the upper level. This is the Amaldi–Segrè scattering shift. The polarization of the gas by the ion is a separate contribution, which must be added for a real gas.

### A check of the factor \(2\pi\)

Consider a free electron in a spherical cell of radius \(s\) with one scatterer at its centre, so \(N=3/(4\pi s^3)\). The lowest state has zero slope at the cell edge. Outside the scatterer \(\rho\psi\propto\sin[k(\rho-a)]\) at low energy, where \(k\) is now the wave number in the cell. Zero slope of \(\psi\) requires
\[
\tan[k(s-a)]=ks .
\]
Put \(x=ks\), \(d=a/s\) and \(y=x(1-d)\). Dividing \(\tan y=y/(1-d)\) by \(y\) and expanding,
\[
\frac{y^2}{3}+\frac{2y^4}{15}=d+d^2+\ldots
\]
First, \(y^2=3d\). With \(y^2=3d+\beta d^2\), the second-order terms give \(\beta/3+6/5=1\), so \(\beta=-3/5\). Then \(x^2=y^2(1+2d+\ldots)=3d+\tfrac{27}{5}d^2\), and
\[
E=\frac{x^2}{2s^2}=\frac{3a}{2s^3}\left(1+\frac95\frac as\right)
=2\pi aN\left(1+\frac95\frac as\right).
\]
For \(a<0\), \(k\) is imaginary, but the expansion in \(x^2\) is unchanged. A finite-range square well with \(a=-4.68\) bohr gives \(E/(2\pi aN)=0.9834\) at \(s=500\) bohr and 0.9958 at 2000 bohr. The formula gives \(1-1.8\times4.68/500=0.9832\) and 0.9958. No delta function enters this comparison.

## 5. The ns wave near its outer turning point

For an isolated ns state write \(|\phi|^2=u(r)^2/(4\pi r^2)\), with \(\int u^2dr=1\). The molecular potential is
\[
V(R)=2\pi a\frac{u(R)^2}{4\pi R^2}=\frac{a\,u(R)^2}{2R^2}.
\]
For \(a<0\) every lobe of the wave makes a well. Neighbouring wells are separated by nodes, where \(V=0\); beyond the outermost lobe the wave has no further node and \(V\) decays to zero. The outermost lobe lies next to the turning point \(r_t=2\nu^2\). Outside the core,
\[
u''=\left(\frac1{\nu^2}-\frac2r\right)u=\left(\frac2{r_t}-\frac2r\right)u .
\]
Define
\[
r=r_t+\ell z,\qquad \ell=2^{1/3}\nu^{4/3},\qquad
\varepsilon=\frac{\ell}{r_t}=2^{-2/3}\nu^{-2/3}.
\]
Since \(1/r=(1-\varepsilon z+\varepsilon^2z^2-\ldots)/r_t\),
\[
\frac{d^2u}{dz^2}=\frac{2\ell^2}{r_t}(\varepsilon z-\varepsilon^2z^2)u
=\frac{2\ell^3}{r_t^2}(z-\varepsilon z^2)u=(z-\varepsilon z^2)u .
\]
The prefactor is one because \(2\ell^3=4\nu^4=r_t^2\). To lowest order this is the Airy equation, and the decaying solution is \(\operatorname{Ai}(z)\).

### Normalization

In the allowed region let \(p=\sqrt{2/r-2/r_t}\). The semiclassical wave is
\[
u=\frac{C}{\sqrt p}\cos\Phi,\qquad
\Phi(r)=\int_r^{r_t}p\,dr'-\frac\pi4 .
\]
To find \(C\), differentiate the radial equation with respect to energy, keeping the solution that decays outside. With \(u_E=\partial u/\partial E\), combining the two equations gives
\[
u^2=-\tfrac12(u\,u_E''-u_Eu'') ,
\]
and integration from \(r_0\) to infinity gives
\[
\int_{r_0}^{\infty}u^2dr=\tfrac12(u\,u_E'-u_Eu')_{r_0}.
\]
At \(r_0\) the leading terms are \(u'=C\sqrt p\sin\Phi\), \(u_E=-C\Phi_E\sin\Phi/\sqrt p\) and \(u_E'=C\Phi_E\sqrt p\cos\Phi\). The squares of sine and cosine add, so the integral is \(\tfrac12C^2\Phi_E\), where
\[
\Phi_E=\int_{r_0}^{r_t}\frac{dr}{p}.
\]
Choose \(1\ll r_0\ll\nu^2\). The probability inside \(r_0\), of order \(r_0^{3/2}/\nu^3\), is then small, and the integral may be extended to zero. With \(r=r_t\sin^2\theta\),
\[
\int_0^{r_t}\frac{dr}{p}
=\sqrt2\,r_t^{3/2}\int_0^{\pi/2}\sin^2\theta\,d\theta
=\sqrt2\,(2\sqrt2\,\nu^3)\frac\pi4=\pi\nu^3 .
\]
This is half the classical radial period. Normalization now gives \(C^2=2/(\pi\nu^3)\).

Just inside the turning point \(p=\sqrt{-z}/\ell\), while for large negative \(z\), \(\operatorname{Ai}^2\to\cos^2\Phi/(\pi\sqrt{-z})\). Matching the two forms yields
\[
u^2=\pi C^2\ell\,\operatorname{Ai}(z)^2=\frac{2\ell}{\nu^3}\operatorname{Ai}(z)^2 .
\]

## 6. Depth and position of the outer well

The relative correction of order \(\varepsilon\) is not small at ordinary \(\nu\), so we keep it. Try
\[
u=B\,(\zeta')^{-1/2}\operatorname{Ai}(\zeta),\qquad \zeta=z+\alpha\varepsilon z^2 ,
\]
where the prime means \(d/dz\). Differentiating twice,
\[
u''=\left[\zeta\zeta'^2+\frac34\left(\frac{\zeta''}{\zeta'}\right)^2\right]u,
\]
because \(\zeta'''=0\). The last term is of order \(\varepsilon^2\). The first is
\[
(z+\alpha\varepsilon z^2)(1+2\alpha\varepsilon z)^2
=z+5\alpha\varepsilon z^2+O(\varepsilon^2),
\]
so \(\alpha=-1/5\). Far inside the turning point \(\zeta'\sqrt{-\zeta}=\ell p\) to this order, and the matching again gives \(B^2=2\ell/\nu^3\).

Two factors now multiply \(\operatorname{Ai}(\zeta)^2\): \(1/\zeta'=1+\tfrac25\varepsilon z\) from the wave, and \(r_t^2/R^2=1-2\varepsilon z\) from the spherical area. Together,
\[
\frac{u^2}{R^2}=\frac{2\ell}{\nu^3r_t^2}\operatorname{Ai}(\zeta)^2
\left(1-\frac85\varepsilon z\right).
\]
At lowest order the maximum is at \(\zeta=a_1'=-1.01879\), the first zero of \(\operatorname{Ai}'\). A small displacement of a maximum changes its height only in second order, so the height follows by setting \(\zeta=z=a_1'\) in the product above. The depth \(D=-V_{\min}=|a|u^2/(2R^2)\) has prefactor
\[
\frac{|a|}{2}\,\frac{2\ell}{\nu^3\,4\nu^4}=\frac{|a|\,2^{1/3}}{4}\,\nu^{-17/3}.
\]
Hence
\[
\boxed{D=|a|K\nu^{-17/3}\left[1+c\,\nu^{-2/3}+O(\nu^{-4/3})\right],}
\]
\[
K=\frac{2^{4/3}}8\operatorname{Ai}(a_1')^2=0.09038,\qquad
c=-\frac85\,2^{-2/3}a_1'=1.0269 .
\]

A density spread evenly over a sphere of radius \(2\nu^2\) would scale as \(\nu^{-6}\). The leading law falls more slowly, by a factor proportional to \(\nu^{1/3}\), because the electron is slow near its turning point.

For the position, maximize \(2\ln\operatorname{Ai}(\zeta)-\tfrac85\varepsilon\zeta\). Since \(\operatorname{Ai}''=\zeta\operatorname{Ai}\), we have \(\operatorname{Ai}'/\operatorname{Ai}\approx a_1'(\zeta-a_1')\) near \(a_1'\), so
\[
\zeta=a_1'+\frac{4\varepsilon}{5a_1'} .
\]
Inverting the map, \(z=\zeta+\tfrac15\varepsilon\zeta^2\), gives to this order
\[
R_{\min}=2\nu^2+\ell\left[a_1'+\varepsilon\left(\frac{a_1'^2}{5}+\frac4{5a_1'}\right)\right].
\]

## 7. Worked example

Take the round model parameters \(n=30\), \(\delta=0.5\) and \(a=-5\) bohr, with zero defect for all higher angular momenta. Then \(\nu=29.5\), \(r_t=2(29.5)^2=1740.5\) bohr and \(\ell=114.8\) bohr. The integrated radial wave has its outer well at 1619.1 bohr, and the position formula agrees to the digits shown. There \(k|a|=0.046\), small enough for a short-range scatterer. For a polarizable atom with \(\alpha_p=30\) bohr\(^3\), the term \(\pi\alpha_pk/3\approx0.3\) bohr would still reduce \(|a|\), and the depth with it, by about 6%.

The density at the well is \(7.548\times10^{-11}\) bohr\(^{-3}\), and
\[
D=2\pi(5)(7.548\times10^{-11})=2.371\times10^{-9}\ \text{hartree},
\]
or 15.60 MHz. The leading law gives \(2.119\times10^{-9}\) hartree. With \(29.5^{2/3}=9.55\), the correction factor is \(1+1.0269/9.55=1.108\), which raises this to \(2.346\times10^{-9}\). The numerical depth exceeds the corrected law by 1.1% at \(\nu=29.5\), 0.42% at 59.5 and 0.16% at 119.5. Each near-doubling of \(\nu\) reduces the error by about 2.5, as expected for a remainder proportional to \(\nu^{-4/3}\).

**Isolation.** The summed density of the \(n=30\) hydrogen manifold at the same point is \(2.295\times10^{-8}\) bohr\(^{-3}\), 304 times the ns density. Its shift would have magnitude \(2\pi(5)(2.295\times10^{-8})=7.2\times10^{-7}\) hartree. The ns level lies
\[
\frac1{2(29.5)^2}-\frac1{2(30)^2}=1.90\times10^{-5}\ \text{hartree}
\]
below this manifold, so the ratio is about 0.04. The \(n=29\) manifold, on the other side, contributes to \(g_b\) with the opposite sign. With \(\delta=0.5\) the level lies about midway between the two, so their contributions partly cancel. The \(n=30\) term alone would enlarge the shift by about 4%, and the two terms together by about 2%. The remaining states reduce the correction further, to the value found next. Very close to either manifold, a single term \(\rho_m/(E_m-E_0)\) dominates \(g_b\), and the correction becomes large. The zero-range condition of Section 3 gives a shift at this \(R\) that is 0.8% larger in magnitude than first order. For \(a=-0.01\) bohr the two agree to about 2 parts in \(10^5\).

With \(\delta=0.05\) the gap is only about \(0.05/\nu^3=1.9\times10^{-6}\) hartree, and the manifold shift at the outer well of that state, \(5.2\times10^{-7}\) hartree, is 0.28 of it. There the zero-range shift is 1.38 times the first-order value. A larger \(|a|\) spoils the rule at larger defects: \(\delta=0.13\) with \(a=-16\) bohr gives a factor of about 1.5. With no defect, and \(a=-0.01\) bohr, it follows the manifold sum to within 1 part in \(10^5\).

**Gas.** At \(N=10^{-8}\) bohr\(^{-3}\), or \(6.75\times10^{16}\) cm\(^{-3}\), the mean shift is
\[
2\pi(-5)(10^{-8})=-3.14\times10^{-7}\ \text{hartree}=-2067\ \text{MHz}.
\]
About 221 atoms lie within the turning point. A sample of 2000 random gases gives a mean of 0.994 in units of \(2\pi aN\), and a spread, in the same units, of 0.081 against 0.082 from the variance formula with its integral restricted, like the sampling, to \(R>100\) bohr. The spread depends on this cut: at small \(r\), \(u^2\propto1/p\propto\sqrt r\), so \(u^4/r^2\propto1/r\) and \(\int|\phi|^4d^3R\) grows logarithmically as the cut is moved inwards. Atoms within 100 bohr of the core were excluded, because there \(k|a|\) reaches about 0.7 at the boundary and grows inwards. The classical probability of this region,
\[
\frac1{\pi\nu^3}\int_0^{100}\frac{dr}{\sqrt{2/r}}\approx0.006,
\]
matches the deficit of 0.006 in the mean within the sampling error of that mean, \(0.081/\sqrt{2000}\approx0.002\). The sampling uses constant \(a\) and first-order additivity, so it tests the gas average, not those assumptions.

**A bound vibration.** Well depth is not binding energy, because the nuclei have zero-point motion. For nuclear reduced mass \(M=10^5\) electron masses and no rotation, solve
\[
-\frac1{2M}\chi''(R)+V(R)\chi(R)=\mathcal E\chi(R)
\]
with a wall at the inner node, 1480.3 bohr. The lowest level is \(-1.465\times10^{-9}\) hartree, or \(-9.64\) MHz relative to the separated atom and perturber. It lies about 6.0 MHz above the bottom of the well. A wave confined by the wall is also an allowed trial wave for the full model potential. By the variational principle, the true lowest level of that potential is therefore no higher than this value, apart from the small grid error. The wall matters at the level of the digits shown. When it is moved inwards, the level that stays in the outer well falls by about 0.3 MHz, to about \(-9.98\) MHz. The innermost wells are deeper and hold much lower levels, about \(-63\) MHz with the wall at 100 bohr, where a constant \(a\) is no longer reliable. The outer well alone is enough to bind the model molecule. The numerical output below gives the remaining digits.

## Calculated quantities

```
principal quantum number n: 30; s defect: 0.5
effective quantum number nu: 29.5
scattering length a: -5.0 bohr
norm of ns wave by quadrature: 0.999999
outer turning point: 1740.5 bohr; Airy length: 114.84 bohr
first zero of Ai': -1.01879; Ai there: 0.53566
depth constants: K = 0.09038, c = 1.0269
outer well position, numerical: 1619.12 bohr
outer well position, Airy: 1619.12 bohr
inner node of outer well: 1480.30 bohr
ns density at well: 7.54838e-11 bohr^-3
local electron wave number at well: 0.00928 bohr^-1
k|a| at well: 0.0464
outer well depth: 2.37139e-09 hartree = 15.603 MHz
depth, leading Airy law: 2.11853e-09 hartree
depth, corrected Airy law: 2.34639e-09 hartree
nu 29.5: numerical depth / leading law 1.11936, / corrected law 1.01065
nu 59.5: numerical depth / leading law 1.07183, / corrected law 1.00417
nu 119.5: numerical depth / leading law 1.04404, / corrected law 1.00164
a -0.01 bohr: first order -4.74279e-12, zero-range -4.74287e-12 hartree, ratio 1.00002
a -1.0 bohr: first order -4.74279e-10, zero-range -4.75046e-10 hartree, ratio 1.00162
a -5.0 bohr: first order -2.37139e-09, zero-range -2.39069e-09 hartree, ratio 1.00814
defect 0.05, a -5.0 bohr: zero-range / first order 1.3783
manifold density at well, n=30: 2.29503e-08 bohr^-3
manifold density / ns density: 304.0
no defect, a -0.01 bohr: zero-range / manifold sum 0.99999
square-well scattering length: -4.6814 bohr
cell radius 500 bohr: energy / (2 pi a N) 0.98337
cell radius 2000 bohr: energy / (2 pi a N) 0.99580
gas density N: 1.0e-08 bohr^-3 = 6.748e+16 cm^-3
gas shift 2 pi a N: -3.14159e-07 hartree = -2067.1 MHz
mean number of atoms within turning point: 220.9
excluded core radius in random gas: 100 bohr
random gas, 2000 samples: mean / (2 pi a N) 0.9937
random gas relative spread: sampled 0.0810, formula 0.0820
nuclear reduced mass: 100000 electron masses
lowest level with wall at node: -1.46470e-09 hartree = -9.637 MHz
```
